# Why a Reverse-Biased p-n Junction Stops the Etching of Silicon

## What happens

A cavity is etched through a p-type silicon wafer towards an n-type layer held at \(-0.50\) V. When its floor reaches the junction, the potential of the remaining p silicon changes by only 0.2 mV, from \(-1.4991\) V to \(-1.4989\) V. Yet the etch rate of the floor falls from 20 µm/h to 0.056 µm/h, a factor of 356. These are results of the model worked out below, for an alkaline etchant at 60 °C.

The two facts fit together once one asks which layer owns the surface. Before exposure the floor is p silicon, which the blocking junction isolates from the applied voltage. Afterwards the floor is n silicon, which is connected to it. The potential of the floor jumps by 1 V, while that of the p layer hardly moves. If the p layer itself jumps before exposure, the process has failed: the p silicon passivates and etching ends too early.

"Potential" here means the Fermi potential of a layer's majority carriers against a reference electrode in the solution, which is what a voltmeter on that layer reads. It is not the potential at the silicon surface, since part of the voltage may fall in a space-charge layer beneath it. Current from silicon into solution is anodic and counted positive. The solution is taken as equipotential and the cell as dark.

## The surface: active below, passive above

Let \(J(V)\) be the net current density from silicon at potential \(V\) into the solution. A fraction \(\theta\) of the surface carries oxide. The bare part follows an exponential law in each direction, and the covered part passes the small current \(J_{\rm pass}\) that replaces dissolving oxide:

\[
J=(1-\theta)\,2J_0\sinh\frac{V-V_{\rm oc}}{b}+\theta J_{\rm pass}.
\]

Here \(V_{\rm oc}=-1.50\) V is the open-circuit potential, \(J_0=0.20\) mA/cm², \(b=0.15\) V and \(J_{\rm pass}=0.050\) mA/cm². For the coverage we assume a balance between a two-electron oxide formation and its reversal, so that the ratio of covered to bare surface grows exponentially with potential:

\[
\frac{\theta}{1-\theta}=e^{(V-V_f)/w},\qquad w=\frac{kT}{2e}=14.35\ \text{mV},\qquad V_f=-1.05\ \text{V}.
\]

This is a model of the shape of a polarization curve, used for both p and n silicon. It supposes that n silicon can pass anodic current in the dark. In alkaline etchants this is possible because the dissolution reaction delivers electrons to the conduction band.

The etch rate needs a separate statement. At \(V_{\rm oc}\) the net current is zero, but silicon dissolves chemically at \(R_0=20\) µm/h, its oxidation being balanced by the reduction of water at the same surface. Under oxide, each lost silicon atom costs four electrons. With \(N_{\rm Si}\) atoms per volume,

\[
R=(1-\theta)R_0+\theta\frac{J_{\rm pass}}{4eN_{\rm Si}}.
\]

The second term gives the 0.056 µm/h quoted above. Dissolution by the net anodic current on the bare part is left out; at four electrons per atom it would add about 3 µm/h at the current peak.

The current has a peak between the active and passive ranges. Near it the reverse exponential and \(J_{\rm pass}\) are small, so \(J\approx(1-\theta)J_0e^{(V-V_{\rm oc})/b}\). Differentiating the coverage law gives \(d\theta/dV=\theta(1-\theta)/w\), hence

\[
\frac{d\ln J}{dV}=-\frac{1}{1-\theta}\frac{d\theta}{dV}+\frac1b=-\frac{\theta}{w}+\frac1b .
\]

This vanishes at \(\theta_*=w/b=0.0957\). The peak therefore comes when only a tenth of the surface is covered. Inserting \(\theta_*\) in the coverage law,

\[
V_{\rm peak}=V_f+w\ln\frac{\theta_*}{1-\theta_*}=-1.082\ \text{V},
\]

\[
J_{\rm peak}\approx(1-\theta_*)J_0e^{(V_{\rm peak}-V_{\rm oc})/b}
=0.904\times0.20\times e^{2.785}=2.93\ \text{mA/cm}^2 .
\]

The maximum of the full curve, found numerically, is 2.92 mA/cm² at the same potential to within 1 mV.

## The junction: how little current reaches the p layer

The n layer is about 1 V more positive than the p layer, which is reverse bias. Let \(N_A=2\times10^{15}\) cm⁻³ and \(N_D=1\times10^{16}\) cm⁻³ be the dopings of the p and n sides, and \(n_i=1\times10^{11}\) cm⁻³ the intrinsic density. The total drop across the junction is the bias plus the built-in part:

\[
V_t=1.00\ \text{V}+\frac{kT}{e}\ln\frac{N_AN_D}{n_i^2}=1.615\ \text{V}.
\]

Take the depleted regions, of widths \(x_p\) and \(x_n\), to have sharp edges. Neutrality requires \(N_Ax_p=N_Dx_n\). Integrating Poisson's equation twice on each side gives drops \(eN_Ax_p^2/2\varepsilon\) and \(eN_Dx_n^2/2\varepsilon\), where \(\varepsilon\) is the permittivity of silicon. With \(x_n=x_pN_A/N_D\) their sum is

\[
V_t=\frac{eN_Ax_p^2}{2\varepsilon}\left(1+\frac{N_A}{N_D}\right)
\;\Rightarrow\;
x_p=\sqrt{\frac{2\varepsilon V_t}{e}\,\frac{N_D}{N_A(N_A+N_D)}}=0.93\ \text{µm}.
\]

The total width is \(W=x_p+x_n=1.12\) µm. A numerical solution of Poisson's equation with mobile carriers gives \(x_p=0.92\) µm.

Electron-hole pairs generated in this region are separated by the field and form the leakage current. For traps at mid-gap with equal lifetimes \(\tau=1\) µs, the generation rate at electron density \(n\) and hole density \(p\) is

\[
G=\frac{n_i^2-np}{\tau(n+p+2n_i)}\le\frac{n_i}{2\tau},
\]

because the numerator is at most \(n_i^2\) and the denominator at least \(2n_i\tau\). The depleted region thus supplies at most \(en_iW/2\tau=0.90\) µA/cm². Integrating \(G\) over the numerical solution gives 0.42 µA/cm², about half the ceiling: both carrier densities lie below \(n_i\) over only about 0.5 µm of the width, and elsewhere the larger one enlarges the denominator. Electrons diffusing from a thick p region add 0.004 µA/cm². We use \(J_L=0.90\) µA/cm² throughout. It is a high-side estimate while the neutral p region is thick. Under a thin floor of neutral thickness \(d\), whose surface holds the electron density at its equilibrium value \(n_i^2/N_A\), the diffusion term becomes \(eD_nn_i^2/(N_Ad)\). With an electron diffusivity \(D_n=30\) cm²/s this is 0.24 µA/cm² at \(d=1\) µm, and the total passes 0.90 µA/cm² below about \(d=0.5\) µm.

## The potential of the p layer

The p layer has no contact of its own. Current enters it through a junction of area \(A_j\) and leaves through its exposed surface of area \(A_p\). Any difference charges the layer. With \(C\) the capacitance per exposed area,

\[
C\frac{dV_p}{dt}=r\left[1-e^{-e(V_a-V_p)/kT}\right]-J(V_p),\qquad r=\frac{A_j}{A_p}J_L .
\]

The bracket is the diode factor of a leakage that saturates with bias. It is practically 1 at 1 V of reverse bias and vanishes when the bias does. Generation in the depleted region saturates less sharply, because the zone where both carrier densities are low widens with bias. At small bias this form therefore overestimates the supply, and the thresholds found below with it are cautious ones. In the steady state on the active branch, with \(\theta\approx0\), the balance reads \(r=2J_0\sinh[(V_p-V_{\rm oc})/b]\), so

\[
V_p=V_{\rm oc}+b\,\operatorname{arsinh}\frac{r}{2J_0}\approx V_{\rm oc}+\frac{b\,r}{2J_0}\quad(r\ll 2J_0).
\]

The shift is upward because the leakage has to leave as anodic current.

Now the areas. One cell of the wafer is 3.0 mm wide, with a square cavity 400 µm deep and a floor 1.0 mm wide. Everything outside the cavity is masked. The walls are {111} planes, whose angle to the (100) floor has cosine \(1/\sqrt3\) and tangent \(\sqrt2\). Each wall therefore runs back horizontally by the depth divided by \(\sqrt2\). Two opposite walls widen the opening by \(\sqrt2\times0.400\) mm, to 1.566 mm. The horizontal projection of the four walls is the opening minus the floor, so their true area is

\[
\sqrt3\,(1.566^2-1.0^2)\ \text{mm}^2=2.51\ \text{mm}^2 .
\]

**Just before exposure** the junction covers the whole cell, and both floor and walls are p silicon:

\[
\frac{A_j}{A_p}=\frac{9.0}{1.0+2.51}=2.56,\qquad r=2.31\ \text{µA/cm}^2,
\]

\[
V_p-V_{\rm oc}\approx\frac{0.15\ \text{V}\times2.31\ \text{µA/cm}^2}{400\ \text{µA/cm}^2}=0.87\ \text{mV}.
\]

**Just after exposure** the floor area has gone from both the junction and the p surface:

\[
\frac{A_j}{A_p}=\frac{9.0-1.0}{2.51}=3.18,\qquad r=2.87\ \text{µA/cm}^2,\qquad V_p-V_{\rm oc}\approx1.08\ \text{mV}.
\]

This is the 0.2 mV change of the opening paragraph. It is a change of area ratio and has no part in stopping the etch. Integrating the charge balance in time, with the coverage relaxing towards its steady value, leads from \(V_{\rm oc}\) to these same potentials.

## The potential of the exposed floor

The new floor is fed from the n contact through the n layer, 5 µm thick with a sheet resistance of 1248 Ω. Taking the current path as about one square, which supposes a contact at every cell, the resistance referred to the floor area is \(R_A=1248\ \Omega\times0.010\ \text{cm}^2=12.5\ \Omega\,\text{cm}^2\), and

\[
\frac{V_a-V_n}{R_A}=J(V_n).
\]

Under oxide the current is \(J_{\rm pass}\), and the drop is \(12.5\times0.050\) mV \(=0.6\) mV. The floor thus sits at \(-0.5006\) V, far above \(V_f\). Time integration starting from bare n silicon at \(V_{\rm oc}\) reaches this passive state. On the steady curve the current peak would cost 36 mV in the n layer, while \(V_a\) lies 0.58 V above \(V_{\rm peak}\), so no steady active state is left. This depends on the short path. In a row of 15 cells fed from one end through one square per cell, the peak currents would add up to a drop of \(36.5\ \text{mV}\times15\times16/2=4.4\) V, and the far cells can stay active. During the transient the coverage lags behind the potential, and the current and its ohmic drop briefly rise well above these steady values.

If \(V_a\) is too low, the junction still isolates the p layer but the n layer does not passivate. With \(V_a=-1.30\) V the exposed n silicon settles at \(-1.308\) V and continues to etch at 20 µm/h. Reverse bias alone is thus not enough.

How high must \(V_a\) be? Above \(V_f\) the bare fraction falls as \(e^{-(V_n-V_f)/w}\). Chemical etching of this fraction drops to the level of oxide dissolution when the exponential equals 1/356, or

\[
V_n-V_f=w\ln356=14.35\ \text{mV}\times5.87=84\ \text{mV}.
\]

For this model \(V_a\) should therefore exceed about \(-0.97\) V, with a margin for ohmic drops.

## When the p layer does jump

Suppose the p layer is displaced by a small \(\delta\) from a steady state with saturated leakage, and let the coverage follow at once. Then \(C\,d\delta/dt=-J'(V_p)\,\delta\). The state is stable where the curve rises and unstable where it falls. As \(r\) grows, the active state moves up the rising branch and ends at the peak. For \(r>J_{\rm peak}\) the surface cannot carry away the leakage, the layer charges up, and oxide forms. The potential stops rising when the diode factor has cut the supply to \(J_{\rm pass}\):

\[
r\left[1-e^{-e(V_a-V_p)/kT}\right]=J_{\rm pass}
\;\Rightarrow\;
V_a-V_p=-\frac{kT}{e}\ln\left(1-\frac{J_{\rm pass}}{r}\right).
\]

Time integration with finite coverage relaxation confirms the threshold. A layer started at \(V_{\rm oc}\) stays active at \(-1.095\) V for \(r=0.97J_{\rm peak}\), but runs to \(-0.5005\) V for \(r=1.03J_{\rm peak}\). In the second case the junction has almost no bias left, and the p silicon has stopped etching.

Below the peak there are two further regimes. The surface law can be written

\[
J-J_{\rm pass}=(1-\theta)\left[2J_0\sinh\frac{V-V_{\rm oc}}{b}-J_{\rm pass}\right],
\]

so throughout the passive range \(J\) stays above \(J_{\rm pass}\) and approaches it.

- For \(J_{\rm pass}<r<J_{\rm peak}\), an active and a passive state are both available. At \(r=0.50\) mA/cm² a layer that starts active ends at \(-1.343\) V, and one that starts passive stays at \(-0.503\) V. The second value relies on the diode factor; with the softer bias dependence of the generation current the passive layer would lie lower, near \(-0.54\) V if the supply at 1 V of bias equals \(r\), and near \(-0.61\) V if the integrated leakage instead of the ceiling \(J_L\) is multiplied by the area ratio. A brief disturbance can then stop the etch for good.
- For \(r<J_{\rm pass}\), the leakage cannot maintain the oxide. A p layer started in the passive state of the example returns to \(-1.4989\) V.

The example is in the second regime. Its leakage after exposure is 1020 times below the peak and 17 times below \(J_{\rm pass}\). The smaller factor is the one that guarantees recovery.

The area ratio can spoil this margin. Since \(r=J_LA_j/A_p\), a p body with a large junction but a tiny opening concentrates its leakage there. The threshold \(r=J_{\rm peak}\) is reached at

\[
\frac{A_p}{A_j}=\frac{J_L}{J_{\rm peak}}=\frac{0.90\ \text{µA/cm}^2}{2924\ \text{µA/cm}^2}=3.1\times10^{-4}.
\]

For a 9 mm² cell this is a flat square surface about 50 µm wide. An isolated p island left on the floor is the opposite case: its junction is about as large as its exposed surface, so \(r\approx J_L\) and it continues to etch while it keeps a neutral part, provided that its rim does not leak.

## Where the stop lies

The calculation needs a neutral p region, for otherwise the p layer has no majority-carrier potential of its own. The neutral part vanishes once the film is thinner than \(x_p=0.93\) µm plus the width of any depletion layer beneath its surface. A surface drop of 0.5 V, for example, would add \(\sqrt{2\varepsilon\times0.5\ \text{V}/eN_A}=0.57\) µm. The potentials given for the moment just before exposure assume that the floor still has a neutral part and shares the potential of the frame. With 1 µm of neutral silicon and a hole mobility of 350 cm²/Vs, the sheet resistance is about 90 kΩ, and the shift is 0.88 mV in the frame and 0.79 mV at the floor centre instead of a uniform 0.87 mV. Once the neutral part is gone the model cannot say when the surface passivates. Even with electrons injected at the surface neglected (rule 5 below), it therefore locates the stop only to within one or two micrometres on the p side of the junction. Heavier p doping narrows this uncertain zone.

Passivation itself costs little silicon. At the peak current, the charge to oxidize one atomic layer at four electrons per atom passes in 0.15 s, during which 0.8 nm is etched; with the two electrons assumed in the coverage law both values are halved. This assumes that all the charge forms oxide; a thicker film or a lower yield lengthens the time in proportion.

## The real process, and what to do

The parameters are rough values chosen for silicon in hot potassium hydroxide solution. An etch rate of tens of µm/h and a passivation peak some tenths of a volt above open circuit are typical; the details of the curve depend on concentration, temperature and doping. The lifetime of 1 µs is short for good wafers, which makes the leakage pessimistic. The assumption most clearly broken is that the {111} walls share the floor's curve, since they etch much more slowly. If all their currents were ten times smaller, the p layer after exposure would sit 11 mV above \(V_{\rm oc}\) instead of 1.1 mV, and the margin to the peak would fall from 1020 to about 100. The mechanism would survive, but the walls' \(J_{\rm pass}\), now 5.0 µA/cm², would be only 1.7 times \(r\), which leaves little margin for recovery from accidental passivation.

Damaged junctions are a greater danger. With the original curve, a hundredfold leakage gives \(r=0.287\) mA/cm² and a shift of \(0.15\ \text{V}\times\operatorname{arsinh}(0.717)=0.10\) V. The layer still etches, but it is in the regime with two stable states.

Other neglected effects are small here. The peak junction field is 0.029 MV/cm, against a rough breakdown limit of 0.3 MV/cm, which a planar junction of these dopings would reach at a drop of about 175 V. The exponent of band-to-band tunnelling is about \(-1200\), and the n doping is \(3\times10^{-4}\) of the band density of states, so the carriers are not degenerate. The solution drops 3 mV over 1 cm at the peak current, for a conductivity of 1 S/cm.

For a process resembling this model, the practical rules are these:

1. **Choose \(V_a\) from the polarization curve of the n layer**, well above the current peak and inside the passive range, and include the ohmic drop at the peak current.
2. **Measure the junction leakage at the etching temperature** and multiply it by \(A_j/A_p\). Below \(J_{\rm peak}\) an active layer stays active; below \(J_{\rm pass}\) it also recovers from a disturbance.
3. **Keep light off the junction.** After exposure, a photocurrent of 0.92 mA/cm² over the remaining junction reaches the threshold \(J_{\rm peak}\), and about 15 µA/cm² already brings \(r\) to \(J_{\rm pass}\), so that recovery is lost. Full sunlight can produce roughly tens of mA/cm² in silicon.
4. **Protect edges and exposed rims.** In this cell, a rim leak that still delivers 74 µA when the p frame has risen to \(V_{\rm peak}\) is enough to passivate it. An ohmic leak delivers less there than at the full reverse bias.
5. **Watch for an early stop as the p layer thins.** Electrons injected by the surface reaction can diffuse to the junction. A density \(n_s\) at the outer edge of a neutral layer of thickness \(d\), falling to zero at the junction, carries \(eD_nn_s/d\). With diffusivity \(D_n=30\) cm²/s and \(d=10\) µm, this equals \(J_{\rm peak}\) at \(n_s=6\times10^{11}\) cm⁻³. Across \(d=1\) µm a density of only \(5\times10^{7}\) cm⁻³ already carries as much as the 2.3 µA/cm² of the example. The etch rate \(R_0\) corresponds to 18 mA/cm² at four electrons per atom, six times \(J_{\rm peak}\). The millivolt shifts found above hold only if this path is negligible. The model does not predict \(n_s\), so the path has to be judged from the current measured during etching.

The numerical output below lists the inputs and results of the example.

## Computed results

```
Temperature: 333.15 K; kT/e: 28.71 mV; w: 14.35 mV
Open-circuit potential V_oc: -1.50 V
Half-coverage potential V_f: -1.05 V
Applied n-layer potential V_a: -0.50 V
J0: 0.20 mA/cm2; b: 0.15 V; J_pass: 0.050 mA/cm2
Coverage at current peak w/b: 0.0957
Peak potential, formula: -1.0822 V; numerical: -1.0819 V
Peak current, formula: 2.930 mA/cm2; numerical: 2.924 mA/cm2
Doping p: 2.0e+15 cm^-3; n: 1.0e+16 cm^-3; n_i: 1.0e+11 cm^-3
Lifetime: 1.0 us; electron diffusivity: 30 cm2/s
Reverse bias: 1.00 V; total junction drop: 1.615 V
p-side depletion width, formula: 0.933 um; Poisson: 0.916 um
Total depletion width: 1.119 um
Generation current ceiling: 0.897 uA/cm2; integrated: 0.417 uA/cm2
Electron diffusion current: 0.0044 uA/cm2
Leakage ceiling J_L: 0.901 uA/cm2
Cell width: 3.0 mm; floor width: 1.0 mm; depth: 400 um
Mask opening: 1.566 mm; wall area: 2.514 mm2
Area ratio before: 2.561; after: 3.182
Leakage per exposed p area before: 2.308 uA/cm2; after: 2.868 uA/cm2
p-layer shift above V_oc before: 0.865 mV; after: 1.075 mV
p-layer potential before: -1.49913 V; after: -1.49892 V
Exposed n-layer potential: -0.50062 V
Etch rate p: 20.00 um/h; passivated n: 0.0562 um/h; ratio: 356
Leakage safety factor after exposure: 1020
p potential at 0.97 of peak leakage: -1.0954 V
p potential at 1.03 of peak leakage: -0.5005 V
Bistable case, leakage per p area: 0.50 mA/cm2
  active start: -1.3429 V; passive start: -0.5030 V
Good junction, p started passive, ends at: -1.49892 V
n layer with only -1.30 V applied: -1.3083 V, etch rate 20.00 um/h
Peak junction field: 0.0289 MV/cm
Breakdown drop for a rough 0.3 MV/cm limit: 175 V
Band-to-band tunnelling exponent: 1221
n doping / band density of states: 3.4e-04
n-layer (5 um) sheet resistance: 1248 ohm; drop at peak current: 36.5 mV
Solution drop at peak current, 1 cm at 1 S/cm: 2.92 mV
Largest tolerable junction photocurrent after exposure: 0.92 mA/cm2
Largest tolerable rim leakage: 73.5 uA
Electron density that carries peak current over 10 um: 6.1e+11 cm^-3
Charge time of one oxidized Si layer at peak current: 0.149 s
Silicon etched in that time: 0.83 nm
```
